**Two electrons on a sphere: examination question with model answers**

Hartree atomic units are used. Two electrons move on the surface of a sphere of radius $R$, with no background charge:

$$H=-\tfrac12(\nabla_1^2+\nabla_2^2)+\frac1u ,$$

where $\nabla_i^2$ is the surface Laplacian and $u=r_{12}=R\sqrt{2-2\cos\gamma}$ is the chord between electrons separated by the angle $\gamma$. Brackets $\langle\cdot\rangle$ denote an average over both positions taken uniformly on the sphere.

**(a) Find the action of $H$ on a function $\psi(u)$, and the moments $\langle u^n\rangle$.**

Fix electron 2 at the pole, so that $\gamma$ is the polar angle of electron 1 and $\nabla_1^2=R^{-2}(\partial_\gamma^2+\cot\gamma\,\partial_\gamma)$ on functions of $\gamma$. Since $2-2\cos\gamma=4\sin^2(\gamma/2)$, $u=2R\sin(\gamma/2)$, so $u_\gamma=R\cos(\gamma/2)$ and $u_{\gamma\gamma}=-u/4$. Then

$$|\nabla_1u|^2=\frac{u_\gamma^2}{R^2}=\cos^2\frac\gamma2=1-\frac{u^2}{4R^2}.$$

With $\sin\gamma=2\sin(\gamma/2)\cos(\gamma/2)$ and $\cos\gamma=1-u^2/2R^2$,

$$\cot\gamma\,u_\gamma=\frac{R\cos\gamma}{2\sin(\gamma/2)}=\frac{R^2\cos\gamma}{u}=\frac{R^2}{u}-\frac u2,\qquad \nabla_1^2u=\frac1u-\frac{3u}{4R^2}.$$

The chain rule gives $\nabla_1^2\psi=|\nabla_1u|^2\psi''+(\nabla_1^2u)\psi'$. Electron 2 contributes the same, which cancels the factor $\tfrac12$:

$$H\psi=\Big(\frac{u^2}{4R^2}-1\Big)\psi''+\Big(\frac{3u}{4R^2}-\frac1u\Big)\psi'+\frac\psi u .$$

The angle is distributed as $\tfrac12\sin\gamma\,d\gamma$. Differentiating $\cos\gamma=1-u^2/2R^2$ turns this into $u\,du/2R^2$ on $[0,2R]$, so for $n>-2$

$$\langle u^n\rangle=\frac{(2R)^{n+2}}{2R^2(n+2)}=\frac{2(2R)^n}{n+2}.$$

**(b) Find every $g$, $E$ and $R$ for which $\Psi=1+gu$ is an eigenfunction. Show that it is admissible and give its spin.**

With $\Psi'=g$ and $\Psi''=0$, the equation $H\Psi=E\Psi$ reads

$$\frac{1-g}{u}+g+\frac{3g}{4R^2}\,u=E+Eg\,u .$$

The powers $u^{-1}$, $u^0$, $u^1$ are independent. They give $g=1$, then $E=g=1$, then $3/4R^2=E=1$. The only solution is

$$\Psi=1+u,\qquad E=1\ \text{hartree},\qquad R=\sqrt3/2=0.866025\ \text{bohr}.$$

At any other radius the term $(3/4R^2-1)u$ survives and $1+u$ is not an eigenfunction.

The condition $g=1$ is the cusp condition. For any $R$, a solution $\psi_0+\psi_1u+\dots$ leaves the singular term $(\psi_0-\psi_1)/u$, so $\psi'(0)/\psi(0)=1$. In three dimensions $\nabla^2u\to2/u$ and the ratio would be $\tfrac12$.

The eigenvalue equation must also hold at the two ends of the range. At $u=0$, $|\nabla_1\Psi|\le1$, so its flux through a circle of radius $\epsilon$ around electron 2 is at most about $2\pi\epsilon$ and vanishes with $\epsilon$: no delta function hides in $\nabla_1^2\Psi$. At the antipode, $u=2R\cos(\eta/2)$ with $\eta=\pi-\gamma$ is a series in $\eta^2$ and hence smooth. $\Psi$ is symmetric under exchange of positions, so antisymmetry of the full state requires the singlet spin function. $\Psi$ is unchanged by a joint rotation, so the density is uniform.

**(c) Prove that this state is the nondegenerate ground state.**

Since $\Psi\ge1$, any bounded spatial function $\Phi$ of finite kinetic energy, of either exchange symmetry, can be written $\Phi=f\Psi$. Let $\nabla=(\nabla_1,\nabla_2)$. The product rule gives

$$|\nabla\Phi|^2=\Psi^2|\nabla f|^2+|f|^2|\nabla\Psi|^2+\Psi\nabla\Psi\cdot\nabla|f|^2=\Psi^2|\nabla f|^2+\nabla\Psi\cdot\nabla(|f|^2\Psi).$$

Average the last term and integrate by parts. The spheres have no boundary, and the surface term around $u=0$ vanishes by the flux estimate of (b), because $|f|^2\Psi$ is bounded. Using $-\tfrac12\nabla^2\Psi=(E-1/u)\Psi$,

$$\tfrac12\langle\nabla\Psi\cdot\nabla(|f|^2\Psi)\rangle=\langle(E-1/u)|\Phi|^2\rangle .$$

Adding the repulsion $\langle|\Phi|^2/u\rangle$ to the kinetic energy cancels the $1/u$ term:

$$\langle\tfrac12|\nabla\Phi|^2+|\Phi|^2/u\rangle-E\langle|\Phi|^2\rangle=\tfrac12\langle\Psi^2|\nabla f|^2\rangle\ge0 .$$

An unbounded $\Phi$ is the limit of functions with $|\Phi|$ capped at a growing height, and each average converges monotonically or under a fixed bound, so the identity extends to it. Equality needs $\nabla f=0$, that is $\Phi\propto\Psi$. All other states, triplets included, lie above 1 hartree.

**(d) Find the global minimum of the restricted Hartree–Fock (RHF) energy and the correlation energy $E_c=E-E_{\rm HF}$.**

Put $x=\cos\gamma$. The Legendre generating function is $(1-2xt+t^2)^{-1/2}=\sum_lt^lP_l(x)$. Because $1-2xt+t^2=(1-t)^2+t(2-2x)\ge t(2-2x)$, the left side is bounded by the integrable $[t(2-2x)]^{-1/2}$, so the limit $t\to1$ may be taken inside integrals. In that sense, with the addition theorem,

$$\frac1u=\frac1R\sum_lP_l(\cos\gamma)=\frac1R\sum_{lm}\frac{4\pi}{2l+1}Y_{lm}(1)Y_{lm}^*(2).$$

The RHF state is $\phi(1)\phi(2)$ times the singlet, with $\int|\phi|^2d\Omega=1$. Let $\tau\ge0$ be the kinetic energy of $\phi$ and $\rho_{lm}=\int|\phi|^2Y_{lm}^*\,d\Omega$. Then

$$E[\phi]=2\tau+\frac1R\sum_{lm}\frac{4\pi}{2l+1}|\rho_{lm}|^2 .$$

Normalization fixes $\rho_{00}=1/\sqrt{4\pi}$, so the $l=0$ term is always $1/R$, and no other term is negative. Hence $E[\phi]\ge1/R$. The constant orbital $Y_{00}$ has $\tau=0$ and $\rho_{lm}=0$ for $l\ge1$, so it attains the bound at every $R$. At $R=\sqrt3/2$,

$$E_{\rm HF}=\frac2{\sqrt3}=1.154701,\qquad E_c=1-1.154701=-0.154701\ \text{hartree}=-4.21\ \text{eV},$$

which is 13.4 percent of $E_{\rm HF}$ in magnitude. A uniform neutralizing shell of charge 2 has only an $l=0$ component and a constant potential $2/R$ on the surface. It adds $-2(2/R)+\tfrac12\,2\,(2/R)=-2/R$ to both $E$ and $E_{\rm HF}$ and leaves $E_c$ unchanged.

**(e) Can an unrestricted (UHF) determinant lower the reference energy at this radius?**

Take opposite-spin orbitals $\phi_\alpha\propto Y_{00}+aY$ and $\phi_\beta\propto Y_{00}+bY$, with $Y$ a real normalized harmonic of degree $l\ge1$. To second order the kinetic energy is $(|a|^2+|b|^2)\,l(l+1)/2R^2$. The density is

$$\rho_\alpha=Y_{00}^2+2\,{\rm Re}\,a\;Y_{00}Y+|a|^2(Y^2-Y_{00}^2)+\dots$$

Its last term integrates to zero and so does not interact with the constant part of $\rho_\beta$, which has only $l=0$. The first-order components along $Y$ are $2\,{\rm Re}\,a/\sqrt{4\pi}$ and $2\,{\rm Re}\,b/\sqrt{4\pi}$; their product times $4\pi/(2l+1)R$ gives

$$\Delta E=(|a|^2+|b|^2)\frac{l(l+1)}{2R^2}+\frac{4\,{\rm Re}\,a\,{\rm Re}\,b}{(2l+1)R}.$$

The kinetic operator and the kernel are both diagonal in the harmonics, so different modes add independently. Since ${\rm Re}\,a\,{\rm Re}\,b\ge-\tfrac12(|a|^2+|b|^2)$, the softest direction is $a=-b=c$ real, where $\Delta E=\kappa_lc^2$ and

$$\kappa_l=\frac{l(l+1)}{R^2}-\frac{4}{(2l+1)R}.$$

This is negative only for $R>l(l+1)(2l+1)/4$, first at $l=1$, $R=3/2$ bohr, where the two spins begin to move to opposite hemispheres. At $R=\sqrt3/2$, $\kappa_1=\tfrac83-\tfrac43(1.1547)=1.1271$ hartree, so the RHF solution is a local minimum among UHF determinants.

Parallel spins are excluded by a bound. Each orbital has $\tau\ge(1-w)/R^2$, where $w$ is its weight in $Y_{00}$ and $1/R^2$ is the $l=1$ level. For two orthonormal orbitals the weights sum to at most 1 (Bessel's inequality), so the kinetic energy alone is at least $1/R^2=4/3$, above $E_{\rm HF}$.

That no distant opposite-spin determinant lies lower is not proved here. Minimizing alternately over the two real orbitals, expanded in harmonics with $l\le4$, gave 1.154701 hartree from each of 20 random starts, which is evidence within that basis. Determinants with non-collinear spins are not treated. For $R>3/2$ the value of $E_c$ depends on the reference: at $R=2$ bohr the same method gives 0.4896 hartree against the RHF value 0.5000.

**(f) Split $E_c$ into kinetic and repulsion parts, and find the weight of the RHF state in $\Psi$.**

With $2R=\sqrt3$, part (a) gives $\langle u^{-1}\rangle=2/\sqrt3=1.1547$, $\langle u\rangle=2\sqrt3/3=1.1547$ and $\langle u^2\rangle=3/2$. The norm is

$$N=\langle(1+u)^2\rangle=1+2(1.1547)+1.5=4.8094 .$$

Both electrons have $|\nabla_i\Psi|^2=1-u^2/3$, since $4R^2=3$, so

$$T=\frac{\langle1-u^2/3\rangle}{N}=\frac{1-\tfrac12}{4.8094}=0.1040 .$$

Since $(1+u)^2/u=u^{-1}+2+u$,

$$V=\frac{1.1547+2+1.1547}{4.8094}=0.8960 ,$$

and $T+V=1$. The RHF state has no kinetic energy and repulsion $1/R$, so $T_c=+0.1040$ and $V_c=0.8960-1.1547=-0.2587$ hartree, with sum $-0.1547$. The factor $(1+u)^2$ moves pair probability toward large $u$, which lowers the repulsion and costs kinetic energy. The RHF spatial function is the constant 1, so its weight is $\langle\Psi\rangle^2/N=(1+1.1547)^2/4.8094=0.9653$. The exact and RHF densities are the same, so in this model correlation leaves the one-electron density untouched; it shows in the pair distribution and, through $T_c\neq0$, in the occupation of harmonics with $l\ge1$.

**(g) Find $E_c$ as $R\to0$ and compare.**

Kinetic energies scale as $R^{-2}$ and $1/u$ as $R^{-1}$, so the $n$-th order of perturbation theory in $1/u$, a product of $n$ matrix elements over $n-1$ denominators, scales as $R^{n-2}$. First order is $\langle1/u\rangle=1/R=E_{\rm HF}$, so the limit of $E_c$ is the second order. The repulsion is rotation invariant and couples the constant state only to $\sqrt{2l+1}\,P_l(\cos\gamma)$, normalized because $\langle P_l^2\rangle=1/(2l+1)$. These have kinetic energy $2\cdot l(l+1)/2R^2$. By the expansion in (d) the matrix element is $\sqrt{2l+1}\,\langle P_l^2\rangle/R=1/(R\sqrt{2l+1})$, so

$$E^{(2)}=-\sum_{l\ge1}\frac{1/[R^2(2l+1)]}{l(l+1)/R^2}=-\sum_{l\ge1}\frac1{l(l+1)(2l+1)} .$$

Partial fractions give $\frac1l+\frac1{l+1}-\frac4{2l+1}$, which regroups as

$$2\Big[\frac1{2l}-\frac1{2l+1}\Big]-2\Big[\frac1{2l+1}-\frac1{2l+2}\Big].$$

From $\ln2=1-\tfrac12+\tfrac13-\dots$, the first bracket sums to $1-\ln2$ and the second to $\ln2-\tfrac12$. The sum is $2(1-\ln2)-2(\ln2-\tfrac12)=3-4\ln2$, and

$$E_c(R\to0)=4\ln2-3=-0.2274\ \text{hartree}.$$

A variational diagonalization in polynomials in $u$ up to degree 14 gives $E_c=-0.2262$ hartree at $R=0.01$ bohr. At $R=\sqrt3/2$ the exact $-0.1547$ lies well above the limit, so second order alone overstates the magnitude of $E_c$ there, and the remainder $E_c-E^{(2)}$, which vanishes as $R\to0$, is positive at this radius.

Numerical values quoted here were computed with a short program.
